\section*{Four coupled dangling hybrids around a silicon vacancy, part 2}

Removing one atom from a silicon crystal leaves four neighbours, each with a dangling hybrid that points at the empty site. Seen from the vacancy, sites 1 to 4 lie along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, and any two neighbours are $R=0.3840$ nm apart.

The model uses four real orthonormal hybrids $h_1,\dots,h_4$ with equal inward signs. In the symmetric vacancy each has energy $e_0$ and every pair has the coupling $-t$. The levels are a singlet at $E_A=e_0-3t$, with equal coefficients, and a triplet at $E_T=e_0+t$, with coefficients of zero sum. They are $4t$ apart. For $N$ orbitals in which every pair has the coupling $-t$,
\begin{equation}
E=e_0-(N-1)t\ \text{(once)},\qquad E=e_0+t\ \text{($N-1$ times)}.
\label{eq:N}
\end{equation}

The raw hybrids, before orthogonalization, have energy $e_r$, overlap $s$ for each pair and off-diagonal Hamiltonian element $e_rs-\tau$, where $\tau$ is the reduced coupling. Then $t=\tau/[(1-s)(1+3s)]$ and $e_0=e_r+3st$, so overlap raises the mean level by $3st$.

To find $t$, a cluster of four SiH$_3$ groups, with silicon at the unrelaxed neighbour positions, was treated with spin-polarized Kohn--Sham theory in the local density approximation and the LANL2DZ basis. It was given four parallel spins (a quintet), one electron in each dangling level, which keeps the tetrahedral symmetry. This is a symmetric reference and is not claimed to be the ground state of a vacancy. The four highest filled spin-up levels are one at $-7.151$ eV and three at $-4.943$ eV, so $4t=2.208$ eV, $t=0.552$ eV and $e_0=-5.495$ eV. A larger basis, with $d$ functions on silicon and $s$ and $p$ functions at the empty site, gives $t=0.557$ eV.

Q: You have fitted two numbers to two levels. Naturally the ratio comes out as three.

A: Agreed: once there is one level and a threefold one, the ratio of the shifts from their mean carries no further information. What the calculation could have refuted is different. The singlet might have been on top, which would mean $t<0$. Or the four states might not have been dangling hybrids at all.

To examine the second point, the four states were recombined into orthonormal orbitals that resemble inward $p$ functions as closely as possible. In a Mulliken count, which shares overlap charge equally between the atoms concerned, each such orbital has a weight of $0.996$ on its own SiH$_3$ group and $0.914$ on its own silicon atom. In the larger basis these weights fall to about $0.96$ and $0.88$, with $0.03$ on the functions at the empty site. They are dangling hybrids with a modest tail on the back bonds. All six couplings between them equal $-0.552$ eV, as symmetry requires.

Q: How much of this is due to the overlap that you transformed away?

A: That depends strongly on how far the raw hybrids reach. Compact $sp^3$ hybrids in the minimal STO-3G basis, at the same positions, have $s=0.035$, which would raise the mean level by only $0.059$ eV. The dangling orbitals of four separate SiH$_3$ radicals, in the basis used for the cluster, reach further and have $s=0.167$. With this value the rise is
\begin{equation}
3st=3\times0.167\times0.552\ \text{eV}\approx0.28\ \text{eV},
\end{equation}
about one eighth of $4t$. Solving $t=\tau/[(1-s)(1+3s)]$ for the reduced coupling of the raw hybrids gives
\begin{equation}
\tau=0.552\times0.833\times1.501\ \text{eV}\approx0.69\ \text{eV}.
\end{equation}
Both numbers are estimates, because they depend on which orbitals are called the raw hybrids, and because the four radical orbitals do not span the four cluster states exactly: the matrix elements of the cluster Hamiltonian between them give $\tau=0.74$ eV and a rise of $0.30$ eV. The value $t=0.552$ eV, taken from the levels, does not rely on that choice.

Q: Now put in the electrons that a neutral vacancy really has.

A: Each neighbour contributes one, which makes four. If the levels are filled from below with two electrons each, two go into the singlet and two into the triplet. Relative to four electrons in uncoupled hybrids, the sum of the level energies is
\begin{equation}
2(-3t)+2(t)=-4t=-2.208\ \text{eV}.
\label{eq:fill}
\end{equation}
This is a sum of one-electron energies. It is not the energy needed to form or to close a vacancy, which also contains the repulsion between electrons and the strain of the lattice.

Q: Two separate bonds, each with coupling $t$ and two electrons, would give $2\times2\times(-t)=-4t$ as well. Have the other four couplings achieved nothing?

A: For this filling they have not, and it is worth seeing why. Let the pairs $1$--$2$ and $3$--$4$ have coupling $-p$ and the other four pairs $-c$. The four states found earlier are still eigenstates, as one row of the matrix shows for each. With the coefficients of $h_1,\dots,h_4$ in brackets, the energies measured from $e_0$ are
\begin{align}
(1,1,1,1):&\quad -p-2c,\nonumber\\
(1,1,-1,-1):&\quad -p+2c,\nonumber\\
(1,-1,1,-1):&\quad +p-c+c=p,\label{eq:pc}\\
(1,-1,-1,1):&\quad +p+c-c=p.\nonumber
\end{align}
For $0\le c\le p$ the first two are the lowest. Four electrons in them have the energy
\begin{equation}
2(-p-2c)+2(-p+2c)=-4p ,
\end{equation}
whatever the value of $c$. The couplings between the pairs lower one filled level by as much as they raise the other.

Q: Then the vacancy should try to increase $p$, and if $c$ falls in return it pays nothing. Is the symmetric arrangement stable?

A: Within this model it is not. Move the four neighbours by a small distance $q$ each, so that 1 approaches 2 and 3 approaches 4:
\begin{equation}
\mathbf u_i=\frac{q}{\sqrt6}\,(2x_i,-y_i,-z_i),\qquad x_i,y_i,z_i=\pm1,
\end{equation}
where the signs are those of the site directions. The distance to the vacancy does not change to first order, because $2x_i^2-y_i^2-z_i^2=0$.

For sites 1 and 2, $\mathbf u_1-\mathbf u_2=(q/\sqrt6)(0,-2,-2)$, while their separation points along $(0,1,1)/\sqrt2$. They approach by $2\sqrt2\,q/\sqrt6=2q/\sqrt3$. For sites 1 and 3, $\mathbf u_1-\mathbf u_3=(q/\sqrt6)(4,0,-2)$, and the separation points along $(1,0,1)/\sqrt2$. They recede by $\sqrt2\,q/\sqrt6=q/\sqrt3$. The other pairs follow by symmetry.

Q: That gives distances. What do the couplings do?

A: To first order in $q$ their mean cannot change. Consider the same distortion with $y$ or $z$ as the special axis. By cubic symmetry all three versions change the mean coupling equally. But the three displacements add up to zero, so the three first-order changes add up to zero, and each must vanish. The same reasoning applies to the mean hybrid energy, and the remaining symmetry keeps the four hybrid energies equal. If the two close pairs change from $t$ to $t+d$, the other four must therefore change to $t-d/2$, since $2d-4(d/2)=0$. With $p=t+d$ and $c=t-d/2$, \eqref{eq:pc} gives
\begin{align}
-p-2c&=-3t,\nonumber\\
-p+2c&=t-2d,\label{eq:jt}\\
p&=t+d\quad\text{(twice)}.\nonumber
\end{align}
The singlet stays, and the triplet splits into one level and a pair, separated by $3d$. For $d>0$ four electrons have the energy $-4p=-4t-4d$, a gain of $4d$.

Q: Reverse the displacement and $d$ is negative. Does the energy then rise?

A: No, it falls again, but more slowly. For $d=-|d|$ the doublet is the lower part of the triplet, and the two upper electrons occupy it at $t-|d|$. The gain is $2|d|$. Both directions lower the electronic energy in proportion to $q$, whereas the elastic cost grows as $q^2$. Write $d=gq$ and let the elastic energy be $\frac12Kq^2$. For a gain $Fq$, the energy $-Fq+\frac12Kq^2$ is lowest at $q=F/K$, where it equals $-F^2/2K$. Pairing has $F=4g$ and the reverse distortion has $F=2g$, so the net gains are $8g^2/K$ and $2g^2/K$. Pairing wins by a factor of four under these assumptions. This is a Jahn--Teller distortion: the two upper electrons can be placed in the triplet in several equivalent ways, and this degeneracy of the electronic state makes the symmetric arrangement unstable. A partly filled level is not enough by itself. In the quintet each triplet state holds one electron, the three shifts $-2d$, $+d$ and $+d$ add up to zero, and there is no gain to first order. I have compared two signs of one type of displacement; other types can split a triplet as well.

Q: Is $d$ large enough to matter?

A: In the cluster, I displaced each SiH$_3$ group rigidly by $q=0.010$ nm and kept the quintet occupation. The distance within a pair falls from $0.3840$ to $0.3725$ nm. The singlet remains at $-7.151$ eV. The triplet becomes one level at $-5.157$ eV and two at $-4.831$ eV, so
\begin{equation}
3d=0.326\ \text{eV},\qquad d=0.109\ \text{eV}.
\end{equation}
The couplings of the recombined hybrids are $0.661$ eV within the pairs and $0.499$ eV between them. The first-order rule predicts $t+d=0.661$ eV and $t-d/2=0.498$ eV. A 3\% reduction of the pair distance has strengthened the coupling by 20\%. The larger basis gives $3d=0.336$ eV and couplings of $0.670$ and $0.502$ eV, with the same 20\%. The one-electron gain for the neutral filling would be $4d=0.43$ eV. The elastic constant $K$ was not computed, so the final displacement remains open.

Q: You keep filling the levels in pairs. Why should the two upper electrons not keep parallel spins, in different orbitals of the triplet?

A: They might, and the one-electron model cannot decide it. With parallel spins and $d>0$ the two electrons have the energy $(t-2d)+(t+d)=2t-d$, a gain of $d$. For $d<0$ they fill the doublet and gain $2|d|$. Distortion thus favours opposite spins in one orbital, while exchange favours parallel spins.

The cluster indicates the strength of the interaction that the model leaves out. In the undistorted quintet, the four empty spin-down dangling levels lie on average $1.48$ eV above the filled spin-up ones, which is $0.67$ of $4t$. Their own coupling is $0.561$ eV, about 2\% from the spin-up value. In the larger basis the shift is $1.52$ eV and the coupling $0.546$ eV, again about 2\% from the spin-up value but now below it. The spacing pattern is therefore hardly affected by the spin, but the position of the levels is. The shift of $1.48$ eV belongs to four parallel spins and is not the energy gained by aligning two. It does warn that the interaction between electrons cannot be ignored beside a splitting of $3d=0.33$ eV. The choice of spin state therefore calls for total energies, with relaxation and with the crystal present.

Q: Could temperature blur the picture?

A: Not through thermal occupation, as long as the distortion is about as large as the one tried above. At 400 K, a warm device, $k_BT=0.034$ eV. This is about $1/64$ of $4t$ and about one tenth of the splitting $3d$ found above.

Q: Then may I draw two levels, $2.2$ eV apart, in the band diagram of a silicon device?

A: No. The silicon gap is roughly $1.1$ eV, half of the cluster's $4t$. If that spacing carried over to the crystal, both levels could not lie inside the gap, and with the triplet in the gap the singlet would be at least $2.2-1.1=1.1$ eV below the valence band edge. There it would mix with band states and become a broadened resonance. That is the usual theoretical picture of the unrelaxed vacancy: a symmetric state among the valence states and a triplet in the gap. The four-orbital model explains the order and the degeneracy, but the cluster has no bands and cannot place the levels relative to the band edges. Kohn--Sham spacings are, moreover, not measured excitation energies.

The assumption that real vacancies break most plainly is the tetrahedral symmetry; spin resonance of charged vacancies in silicon shows a lower one. For the displacement of $0.010$ nm, the distance from the singlet to the lower part of the triplet is $-5.157+7.151=1.994$ eV, 10\% less than $4t$, and to the upper part it is $2.320$ eV, 5\% more. The effect of the surrounding bands on $4t$ has not been sized here.

Q: My concern is the interface between silicon and its oxide. Do the dangling bonds there split in this way?

A: The best-known one does not. The $P_b$ centre is a silicon atom at the interface, bonded to three other silicon atoms, with one dangling hybrid. It has no partners around a common hole, so it is the case $N=1$ of \eqref{eq:N}: one orbital level and no splitting by $t$. A rough density for an interface not treated with hydrogen is $10^{12}$ cm$^{-2}$, which means a mean spacing of about $10$ nm, some 26 times the distance $R$ in the vacancy. Since the orbitals decay roughly exponentially, the coupling between typical centres should be negligible. Such a centre can still show two charging levels in the gap, because a second electron in the same hybrid is repelled by the first. That separation comes from the interaction and must not be read as $4t$.

A missing oxygen atom in the oxide is closer to the case $N=2$. Two silicon atoms face each other across the gap left by the oxygen. If the two sites are equivalent, their hybrids form a bonding and an antibonding level at $e_0\mp t$, with an $e_0$ and a $t$ of their own. In a disordered oxide the two hybrid energies can differ, and the levels then lie further apart than $2t$. As long as the hybrids have equal energies and all pairs are coupled equally, the number of hybrids that share a hole thus decides the pattern, and the distance and direction of the hybrids decide its scale. The computed levels and couplings of the cluster are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
GEOMETRY
silicon lattice parameter            0.5431 nm
vacancy site to neighbour            0.2352 nm
neighbour to neighbour               0.3840 nm
chosen Si-H distance                 0.148 nm
symmetry operations found            24
SYMMETRIC CLUSTER, LDA/LANL2DZ, QUINTET, SPIN UP
singlet level                        -7.151 eV
triplet levels                       -4.943 -4.943 -4.943 eV
hybrid energy e0                     -5.495 eV
coupling t                           0.5520 eV
spread of the six couplings          3.3e-14 eV
singlet minus e0                     -1.656 eV
triplet minus e0                     0.552 eV
splitting 4t                         2.208 eV
four-electron energy -4t             -2.208 eV
hybrid weight on own SiH3 group      0.996
hybrid weight on own Si atom         0.914
NEGLECTED EFFECTS
overlap s of STO-3G sp3 hybrids      0.0354
mean-level shift 3st                 0.059 eV
t from spin-down levels              0.5605 eV
spin-down minus spin-up mean level   1.475 eV
spin splitting divided by 4t         0.67
thermal energy at 400 K              0.0345 eV
rough silicon gap (input)            1.1 eV
4t divided by rough gap              2.01
PAIRING DISTORTION, SPIN UP
displacement of each group           0.010 nm
distance within a pair (linear)      0.3725 nm
singlet level from A1                -7.151 eV
lower level from triplet             -5.157 eV
doublet from triplet                 -4.831 -4.831 eV
triplet splitting 3d                 0.3255 eV
coupling change d                    0.1085 eV
coupling within pairs                0.6613 eV
coupling between pairs               0.4985 eV
one-electron gain 4d, neutral        0.434 eV
\end{verbatim}
